**Acoustic deformation-potential mobility of a two-dimensional carrier gas**

The program tests $\mu=e\hbar^3C/(k_BT\,m^2E_1^2)$, where $C$ is the longitudinal sheet modulus at fixed width, $E_1$ the deformation potential, $m$ the effective mass and $k_BT$ the thermal energy. It asserts that thermal strain fluctuations of a triangular spring lattice follow the fixed-width modulus and differ from the prediction of the relaxed one. Explicit sums over final wavevectors confirm an energy-independent rate for the parabolic sheet, and the expected energy dependence for a nonparabolic sheet and for three dimensions. An angular integral with Bose occupations and inelastic collisions agrees with the formula within two percent at $k_BT=0.025$ eV, but gives about five times the formula's rate for an energetic carrier in a cold lattice. A linearised Boltzmann equation solved on energy rings reproduces the mobility at low and high filling, and an evaluation in atomic units confirms the powers of $\hbar$. For the round model parameters, the output gives a relaxation time of 201 fs and a mobility of 7057 Å$^2$/(V fs), or 706 cm$^2$/(V s).

## Numerical check

```python
"""Acoustic deformation-potential mobility of a two-dimensional carrier gas.

Result under test: mobility = e hbar^3 C / (kT m^2 E1^2), with relaxation time
tau = hbar^3 C / (m kT E1^2) independent of carrier energy.
C: longitudinal sheet modulus at clamped width; E1: deformation potential;
m: isotropic effective mass; kT: thermal energy.
Assumed: parabolic band, unscreened coupling, classical quasi-elastic phonons.
Working units: eV, angstrom, fs. A mobility is then in angstrom^2/(V fs).
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import minimize_scalar

hbar = sc.hbar / sc.e * 1e15                         # eV fs
hbar2_over_me = sc.hbar**2 / sc.m_e / sc.e * 1e20    # eV angstrom^2

# Round model parameters
mass = 0.5                # electron masses
modulus = 8.0             # eV/angstrom^2
deformation = 4.0         # eV
kT = 0.025                # eV
sound = 0.06              # angstrom/fs
h2m = hbar2_over_me / mass

tau = hbar * h2m * modulus / (kT * deformation**2)
mobility = h2m**2 * modulus / (hbar * kT * deformation**2)

# --- Thermal strain of a triangular spring lattice, unit spring and spacing ---
angles = np.array([0.0, np.pi / 3, 2 * np.pi / 3])
bonds = np.column_stack([np.cos(angles), np.sin(angles)])
cell_area = np.sqrt(3) / 2


def strain_energy(exx, eyy):
    """Energy per area from the actual lengths of the stretched bonds."""
    lengths = np.linalg.norm(bonds * np.array([1 + exx, 1 + eyy]), axis=1)
    return 0.5 * np.sum((lengths - 1)**2) / cell_area


def relaxed_energy(exx):
    return minimize_scalar(lambda eyy: strain_energy(exx, eyy),
                           bounds=(-2e-3, 2e-3), method="bounded",
                           options={"xatol": 1e-10}).fun


eps = 1e-3
clamped = (strain_energy(eps, 0) + strain_energy(-eps, 0)) / eps**2
relaxed = (relaxed_energy(eps) + relaxed_energy(-eps)) / eps**2
thermal_moduli = []
for direction in (0.0, 0.3, 1.1):
    q = 0.01 * np.array([np.cos(direction), np.sin(direction)])
    dynamical = sum(2 * (1 - np.cos(q @ b)) * np.outer(b, b) for b in bonds)
    # Equipartition: area * <|q.u|^2> / kT is the inverse effective modulus
    thermal_moduli.append(1 / (cell_area * q @ np.linalg.solve(dynamical, q)))
thermal_modulus = np.mean(thermal_moduli)
assert np.allclose(thermal_moduli, clamped, rtol=1e-3)
assert abs(thermal_modulus / relaxed - 1) > 0.05


# --- Golden-rule sums over explicit final wavevectors ---
def final_state_sum(energy, dim, spacing, half_count, width, alpha=0.0):
    """Sum of (1-cos) delta(E'-E) per volume, with a Gaussian delta."""
    axis = (np.arange(-half_count, half_count) + 0.5) * spacing
    grids = np.meshgrid(*([axis] * dim), indexing="ij", sparse=True)
    k_norm = np.sqrt(sum(g**2 for g in grids))
    band = 0.5 * h2m * k_norm**2
    if alpha > 0:
        band = (np.sqrt(1 + 4 * alpha * band) - 1) / (2 * alpha)
    delta = np.exp(-0.5 * ((band - energy) / width)**2)
    delta /= width * np.sqrt(2 * np.pi)
    weight = 1 - grids[0] / k_norm
    return np.sum(weight * delta) * (spacing / (2 * np.pi))**dim


energies = np.array([0.03, 0.06, 0.12])
alpha = 1.0                                          # 1/eV
coupling = 2 * np.pi / hbar * deformation**2 * kT / modulus
sheet = (2, 0.0005, 320, 0.003)
rates = np.array([coupling * final_state_sum(E, *sheet) for E in energies])
rates_np = np.array([coupling * final_state_sum(E, *sheet, alpha=alpha)
                     for E in energies])
sums_3d = np.array([final_state_sum(E, 3, 0.003, 54, 0.005)
                    for E in energies])
assert np.allclose(rates * tau, 1, rtol=0.01)
# One percent covers the finite width of the Gaussian delta
assert np.allclose(rates_np * tau, 1 + 2 * alpha * energies, rtol=0.01)
assert np.allclose(sums_3d / sums_3d[0], np.sqrt(energies / energies[0]),
                   rtol=0.01)


# --- Momentum-loss rate with quantum occupations and inelastic collisions ---
def inelastic_rate(energy, thermal):
    """Empty final states; phi is the angle between k and momentum transfer."""
    k = np.sqrt(2 * energy / h2m)
    phi = (np.arange(40000) + 0.5) * 2 * np.pi / 40000
    slowness = hbar * sound / (h2m * k)              # sound / carrier speed
    density = modulus / sound**2
    total = 0.0
    for sign, extra in ((1, 0), (-1, 1)):            # absorption, emission
        q = 2 * k * (sign * slowness - np.cos(phi))
        allowed = q > 0
        q, cosine = q[allowed], np.cos(phi[allowed])
        occupation = 1 / np.expm1(hbar * sound * q / thermal) + extra
        squared = deformation**2 * hbar * q / (2 * density * sound) * occupation
        total += np.sum(squared * (-q * cosine / k)) * 2 * np.pi / 40000
    return total / (np.pi * hbar * h2m)


multiples = np.array([0.25, 1.0, 4.0])
warm_ratios = np.array([inelastic_rate(x * kT, kT) * tau for x in multiples])
# Two percent allows for corrections of order m*sound^2/kT
assert np.allclose(warm_ratios, 1, atol=0.02)
cold_kT, cold_energy = 0.0005, 0.05
cold_tau = hbar * h2m * modulus / (cold_kT * deformation**2)
cold_ratio = inelastic_rate(cold_energy, cold_kT) * cold_tau
assert cold_ratio > 2


# --- Linearised Boltzmann equation on rings of constant energy ---
def boltzmann_mobility(chemical_potential):
    top = max(chemical_potential, 0) + 25 * kT
    count, directions = 800, 24
    step = top / count
    theta = 2 * np.pi * np.arange(directions) / directions
    carrier_density = current = 0.0
    for energy in (np.arange(count) + 0.5) * step:
        k_low, k_high = np.sqrt(2 * (energy + np.array([-0.1, 0.1]) * step)
                                / h2m)
        dos = (k_high**2 - k_low**2) / (4 * np.pi) / (0.2 * step)
        total_rate = coupling * dos
        collision = total_rate * (np.ones((directions, directions))
                                  / directions - np.eye(directions))
        occupation = 1 / (np.exp((energy - chemical_potential) / kT) + 1)
        slope = -occupation * (1 - occupation) / kT
        speed = np.sqrt(2 * energy * h2m) / hbar
        drive = speed * np.cos(theta) * slope        # unit force
        change = np.linalg.lstsq(collision, drive, rcond=1e-10)[0]
        carrier_density += 2 * dos * occupation * step
        current += 2 * dos * np.mean(speed * np.cos(theta) * change) * step
    return carrier_density, current / carrier_density


low_density, low_mobility = boltzmann_mobility(-0.1)
high_density, high_mobility = boltzmann_mobility(0.1)
assert np.allclose([low_mobility, high_mobility], mobility, rtol=1e-3)

# --- Powers of hbar: evaluate in atomic units, then convert ---
bohr = sc.physical_constants["Bohr radius"][0] * 1e10
hartree = sc.physical_constants["Hartree energy in eV"][0]
mobility_au = ((modulus * bohr**2 / hartree)
               / ((kT / hartree) * mass**2 * (deformation / hartree)**2))
assert np.isclose(mobility_au * bohr**2 / hbar, mobility, rtol=1e-7)

# --- Worked example ---
dos_sheet = 1 / (2 * np.pi * h2m)
k_thermal = np.sqrt(2 * kT / h2m)
speed_thermal = h2m * k_thermal / hbar
free_path = speed_thermal * tau
max_phonon = 2 * hbar * sound * k_thermal
to_cm2_per_Vs = 1e-16 / 1e-15
assert max_phonon < kT and k_thermal * free_path > 1

print(f"effective mass: {mass:.2f} electron masses")
print(f"sheet modulus C: {modulus:.2f} eV/angstrom^2")
print(f"deformation potential E1: {deformation:.2f} eV")
print(f"thermal energy kT: {kT:.4f} eV")
print(f"sound speed: {sound:.3f} angstrom/fs")
print(f"hbar: {hbar:.5f} eV fs")
print(f"hbar^2/electron mass: {hbar2_over_me:.4f} eV angstrom^2")
print(f"hbar^2/m: {h2m:.4f} eV angstrom^2")
print(f"density of states per spin: {dos_sheet:.6f} 1/(eV angstrom^2)")
print(f"relaxation time: {tau:.2f} fs")
print(f"scattering rate 1/tau: {1/tau:.6f} 1/fs")
print(f"mobility: {mobility:.1f} angstrom^2/(V fs)")
print(f"mobility, converted: {mobility*to_cm2_per_Vs:.1f} cm^2/(V s)")
print(f"wavevector at E=kT: {k_thermal:.5f} 1/angstrom")
print(f"carrier speed at E=kT: {speed_thermal:.4f} angstrom/fs")
print(f"mean free path at E=kT: {free_path:.1f} angstrom")
print(f"wavevector times mean free path: {k_thermal*free_path:.2f} (no unit)")
print(f"largest elastic-limit phonon energy at E=kT: {max_phonon:.5f} eV")
print(f"level broadening hbar/tau: {hbar/tau:.5f} eV")
print(f"lattice clamped modulus / spring constant: {clamped:.5f} (no unit)")
print(f"lattice thermal modulus / spring constant: {thermal_modulus:.5f} (no unit)")
print(f"lattice relaxed modulus / spring constant: {relaxed:.5f} (no unit)")
print(f"nonparabolicity alpha in contrast: {alpha:.2f} 1/eV")
for i, energy in enumerate(energies):
    print(f"E={energy:.2f} eV, 2D parabolic rate*tau: {rates[i]*tau:.4f} (no unit)")
    print(f"E={energy:.2f} eV, 2D nonparabolic rate*tau: "
          f"{rates_np[i]*tau:.4f} (no unit)")
    print(f"E={energy:.2f} eV, 3D rate / 3D rate at {energies[0]:.2f} eV: "
          f"{sums_3d[i]/sums_3d[0]:.4f} (no unit)")
for multiple, ratio in zip(multiples, warm_ratios):
    print(f"inelastic rate / formula at E={multiple:.2f} kT: {ratio:.4f} (no unit)")
print(f"cold test thermal energy: {cold_kT:.4f} eV")
print(f"cold test carrier energy: {cold_energy:.3f} eV")
print(f"cold test inelastic rate / formula: {cold_ratio:.3f} (no unit)")
print(f"low-filling density: {low_density:.3e} 1/angstrom^2")
print(f"low-filling Boltzmann mobility: {low_mobility:.1f} angstrom^2/(V fs)")
print(f"high-filling density: {high_density:.3e} 1/angstrom^2")
print(f"high-filling Boltzmann mobility: {high_mobility:.1f} angstrom^2/(V fs)")
print(f"mobility in atomic units: {mobility_au:.1f} e bohr^2/hbar")
print("finished without a failed check")
```

It prints:

```
effective mass: 0.50 electron masses
sheet modulus C: 8.00 eV/angstrom^2
deformation potential E1: 4.00 eV
thermal energy kT: 0.0250 eV
sound speed: 0.060 angstrom/fs
hbar: 0.65821 eV fs
hbar^2/electron mass: 7.6200 eV angstrom^2
hbar^2/m: 15.2399 eV angstrom^2
density of states per spin: 0.010443 1/(eV angstrom^2)
relaxation time: 200.62 fs
scattering rate 1/tau: 0.004984 1/fs
mobility: 7057.2 angstrom^2/(V fs)
mobility, converted: 705.7 cm^2/(V s)
wavevector at E=kT: 0.05728 1/angstrom
carrier speed at E=kT: 1.3262 angstrom/fs
mean free path at E=kT: 266.1 angstrom
wavevector times mean free path: 15.24 (no unit)
largest elastic-limit phonon energy at E=kT: 0.00452 eV
level broadening hbar/tau: 0.00328 eV
lattice clamped modulus / spring constant: 1.29904 (no unit)
lattice thermal modulus / spring constant: 1.29903 (no unit)
lattice relaxed modulus / spring constant: 1.15470 (no unit)
nonparabolicity alpha in contrast: 1.00 1/eV
E=0.03 eV, 2D parabolic rate*tau: 1.0000 (no unit)
E=0.03 eV, 2D nonparabolic rate*tau: 1.0600 (no unit)
E=0.03 eV, 3D rate / 3D rate at 0.03 eV: 1.0000 (no unit)
E=0.06 eV, 2D parabolic rate*tau: 1.0000 (no unit)
E=0.06 eV, 2D nonparabolic rate*tau: 1.1200 (no unit)
E=0.06 eV, 3D rate / 3D rate at 0.03 eV: 1.4180 (no unit)
E=0.12 eV, 2D parabolic rate*tau: 1.0000 (no unit)
E=0.12 eV, 2D nonparabolic rate*tau: 1.2400 (no unit)
E=0.12 eV, 3D rate / 3D rate at 0.03 eV: 2.0067 (no unit)
inelastic rate / formula at E=0.25 kT: 0.9923 (no unit)
inelastic rate / formula at E=1.00 kT: 0.9939 (no unit)
inelastic rate / formula at E=4.00 kT: 1.0000 (no unit)
cold test thermal energy: 0.0005 eV
cold test carrier energy: 0.050 eV
cold test inelastic rate / formula: 5.034 (no unit)
low-filling density: 9.477e-06 1/angstrom^2
low-filling Boltzmann mobility: 7057.7 angstrom^2/(V fs)
high-filling density: 2.098e-03 1/angstrom^2
high-filling Boltzmann mobility: 7057.2 angstrom^2/(V fs)
mobility in atomic units: 16588.0 e bohr^2/hbar
finished without a failed check
```
